# Shear-wave transmission at a welded interface and its thermal conductance, part 2

How much heat do lattice waves carry across a flat interface between aluminium (medium 1, $z<0$) and silicon (medium 2, $z>0$)? We follow the horizontally polarised shear branch, SH, whose displacement $u$ is parallel to the interface and perpendicular to the plane of incidence.

Medium $j$ has density $\rho_j$, shear modulus $\mu_j$, shear speed $v_j=\sqrt{\mu_j/\rho_j}$ and impedance $Z_j=\rho_jv_j$. Angles $\theta_j$ are measured from the normal and obey Snell's law,

$$\frac{\sin\theta_1}{v_1}=\frac{\sin\theta_2}{v_2}. \tag{2}$$

Fields vary as $e^{-i\omega t}$, with normal wavenumber $k_{zj}=(\omega/v_j)\cos\theta_j$. At an ideal weld, $u$ and the traction $\tau=\mu\partial_zu$ are continuous. A wave travelling towards positive $z$ has $\tau=i\omega Z\cos\theta\,u$; the sign reverses for the opposite direction. With $A=Z_1\cos\theta_1$ and $B=Z_2\cos\theta_2$, the transmitted energy fraction is $T=4A\,\mathrm{Re}B/|A+B|^2$. It is zero beyond the critical angle, where $B$ is imaginary; for real angles,

$$\boxed{T=\frac{4Z_1\cos\theta_1\,Z_2\cos\theta_2}{(Z_1\cos\theta_1+Z_2\cos\theta_2)^2}.} \tag{9}$$

Temperature is $\Theta$, and a mode carries thermal energy $\hbar\omega N$ with $N=1/(e^{\hbar\omega/k_B\Theta}-1)$. The angular average and the SH heat flux from medium 1 into medium 2 are

$$\Gamma_{12}=\int_0^1T\,d(\sin^2\theta_1), \tag{13}$$

$$q_{12}=\frac{2\pi}{(2\pi)^3}\,\frac{\Gamma_{12}}{2v_1^2}\int_0^\infty\hbar\omega^3N\,d\omega
=\frac{\Gamma_{12}}{8\pi^2v_1^2}\int_0^\infty\hbar\omega^3N\,d\omega. \tag{14}$$

$\Gamma_{21}$ is the same average for waves arriving from medium 2.

The example uses $\rho_1=2700$, $\rho_2=2330$ kg/m³, $v_1=3100$, $v_2=5800$ m/s. At $\theta_1=20^\circ$, $A=7.865$ and $B=10.385$ in $10^6$ kg/(m² s), and $T=0.981$.

The closing numerical table also lists the displacement amplitudes $r$ (reflected) and $t$ (transmitted), the reflected energy fraction $R$, and wave-packet simulations that impose no matching conditions. Its "divided rule" replaces $Z\cos\theta$ by $Z/\cos\theta$, as for sound in fluids.

### The same flux from either side

Equation (9) is symmetric in $A$ and $B$. A wave returning from medium 2 at $\theta_2$ therefore has the same $T$ as one coming from medium 1 at $\theta_1$. From Snell's law,

$$d(\sin^2\theta_2)=\frac{v_2^2}{v_1^2}\,d(\sin^2\theta_1).$$

Integration over the pairs of real angles, which are the ones that transmit, gives

$$\Gamma_{21}=\frac{v_2^2}{v_1^2}\Gamma_{12},\qquad\text{or}\qquad \frac{\Gamma_{12}}{v_1^2}=\frac{\Gamma_{21}}{v_2^2}. \tag{15}$$

By (14) the two opposing fluxes are equal when the incoming phonons have equal temperatures, as equilibrium demands. For a small difference $\Delta\Theta$, the net flux is $h\Delta\Theta$, with $h=dq_{12}/d\Theta$.

In the example $\Gamma_{12}=0.273$ and $\Gamma_{21}=0.957$. The difference is a matter of geometry. From aluminium, the angles that can enter silicon occupy $\sin^2\theta_1<(3100/5800)^2=0.286$. Within this cone the average transmission is $0.2733/0.2857=0.957$; total reflection excludes the remaining 71 % of the SH flux. For this pair the limit on angle matters far more than the impedance mismatch inside the cone.

### The cubic temperature law

Set $x=\hbar\omega/k_B\Theta$ in (14). Four powers of frequency, including the one in $d\omega$, give

$$\int_0^\infty\hbar\omega^3N\,d\omega=\frac{(k_B\Theta)^4}{\hbar^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}.$$

Expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. Each term integrates to $6/m^4$, and $\sum m^{-4}=\pi^4/90$, so the integral is $\pi^4/15$. Therefore

$$q_{12}=\frac{\pi^2k_B^4\Theta^4}{120\hbar^3v_1^2}\Gamma_{12}.$$

Differentiation with respect to temperature brings down a factor of four:

$$\boxed{h=\frac{\pi^2k_B^4\Theta^3}{30\hbar^3v_1^2}\Gamma_{12}.} \tag{16}$$

The infinite upper limit assumes that thermal frequencies lie far below the highest lattice frequencies. The formula also assumes a linear relation between frequency and wavenumber, and incoming phonons with a thermal distribution.

That last condition fixes what $h$ means. It refers to the temperatures of the phonons arriving from each side. If the two media are identical, $\Gamma_{12}=1$ and (16) remains finite although there is no physical interface. It then describes the exchange between two opposing streams of phonons. It should not be read as the conductance defined by a jump between local temperatures just beside the interface.

### The conductance at 4 K

With $k_B=1.381\times10^{-23}$ J/K and $\hbar=1.0546\times10^{-34}$ J s,

$$h=\frac{9.870\,(1.381\times10^{-23})^4\,(4.0)^3\,(0.2733)}{30\,(1.0546\times10^{-34})^3\,(3100)^2}
\approx1.86\times10^4\ \mathrm{W/(m^2K)}.$$

This is about 19 kW/(m² K) for the SH branch. A direct sum over wavenumber and angle, differenced between 3.99 and 4.01 K, gives the same 18.55 kW/(m² K) as the formula. That test concerns the integration and the factors; it does not make the rough material values more accurate.

The frequencies that matter follow from differentiating $\omega^3N$ with respect to temperature. The result is proportional to

$$\frac{x^4e^x}{(e^x-1)^2},$$

whose maximum lies at $x=3.83$. At 4 K this is 319 GHz, and the wavelength in aluminium is $3100/(319\times10^9)$ m, or 9.7 nm. For this frequency and 45° incidence, the totally reflected wave has an amplitude decay length of 3.3 nm in silicon.

### The omitted polarisations

Compressional waves and shear waves polarised in the plane of incidence convert into one another at the interface. Equation (9) does not apply to them, but their contribution can be bounded. By equilibrium, their total conductance is the same when calculated from the silicon side. No incoming wave can transmit more than all its energy, so each of their angular averages is at most one:

$$h_{\rm other}\le\frac{\pi^2k_B^4\Theta^3}{30\hbar^3}\left(\frac1{v_2^2}+\frac1{v_L^2}\right).$$

For a rough longitudinal speed $v_L=9000$ m/s in silicon, the upper bound is 27 kW/(m² K). In this isotropic model the total lattice conductance therefore lies between 19 and 46 kW/(m² K). The SH result alone must not be taken for the total. The window belongs to the chosen speeds and is not a bound for real silicon. Take a longitudinal speed of 6400 m/s in aluminium. Matching all three polarisations then gives about 44 kW/(m² K) in this model, but about 50 kW/(m² K) for cubic silicon with a (001) face or for an isotropic shear speed of 5330 m/s. With that lower speed the SH part alone is 22 kW/(m² K).

### Silicon is not isotropic

Take silicon with a cubic axis along $z$. Let $\xi$ run along $[110]$ in the interface and let the displacement $u(\xi,z)$ point along $[1\bar10]$. Then

$$u_x=u/\sqrt2,\quad u_y=-u/\sqrt2,\quad \partial_x=\partial_y=\partial_\xi/\sqrt2.$$

The strains in the interface plane are $\varepsilon_{xx}=\frac12\partial_\xi u$ and $\varepsilon_{yy}=-\frac12\partial_\xi u$, while $\varepsilon_{xy}=0$. With cubic elastic constants $C_{11}$, $C_{12}$ and $C_{44}$,

$$\sigma_{xx}=-\sigma_{yy}=C'\partial_\xi u,\qquad C'=\frac{C_{11}-C_{12}}2.$$

Projecting the stress on the directions of $\xi$ and of the displacement gives $\frac12(\sigma_{xx}-\sigma_{yy})=C'\partial_\xi u$. The traction on the interface is $C_{44}\partial_zu$. Hence

$$\rho\omega^2=C_{44}k_z^2+C'k_\xi^2.$$

The matching algebra is unchanged if $B$ is replaced by $C_{44}k_{z2}/\omega$. This is the general content of the cosine rule: the relevant impedance is traction divided by velocity on the interface, apart from sign.

With the rough ratio $C'/C_{44}=0.64$, and $C_{44}$ held at $\rho_2v_2^2$, the critical angle satisfies

$$\sin\theta_1=\frac{3100/5800}{\sqrt{0.64}}=0.668.$$

It moves from 32.3° to 41.9°. Using this plane for all azimuths raises $\Gamma_{12}$ from 0.273 to 0.428, an increase of 57 %. In a plane containing two cubic axes, both gradients involve $C_{44}$ and the isotropic result returns. At intermediate azimuths the polarisations mix, so 0.428 is the value for this one plane and not an average for silicon. With the mixing included ($C_{11}=166$ GPa, longitudinal speed 6400 m/s in aluminium), the average over azimuth for incident SH waves is 0.338, an increase of 24 %. Aluminium was kept isotropic in this comparison.

### A thin oxide and a weak bond

A layer between the solids can be treated by carrying $u$ and $\tau$ across it. If its thickness is $d$, its modulus $\mu$ and its normal wavenumber $k_d$, the values on the left follow from those on the right:

$$u_L=u_R\cos k_dd-\frac{\tau_R}{\mu k_d}\sin k_dd,$$
$$\tau_L=\mu k_du_R\sin k_dd+\tau_R\cos k_dd.$$

These are the solutions of $\partial_zu=\tau/\mu$ and $\partial_z\tau=-\mu k_d^2u$. Set the transmitted amplitude to one, so $u_R=1$ and $\tau_R=i\omega B$. On the left, the incident amplitude $a$ and reflected amplitude $b$ obey $u_L=a+b$ and $\tau_L=i\omega A(a-b)$. Thus

$$a=\frac12\left(u_L+\frac{\tau_L}{i\omega A}\right),\qquad T=\frac{\mathrm{Re}B}{A|a|^2}. \tag{17}$$

A 2.0 nm oxide with density 2200 kg/m³ and shear speed 3700 m/s gives $\Gamma_{12}=0.2725$ at the dominant frequency, against 0.2733 for direct contact. The change is only 0.3 %. A layer identical to aluminium would merely move the interface, and the chosen oxide has an impedance within 3 % of aluminium's and a speed not far from it; a layer of the same impedance with a speed of 5500 m/s would lower $\Gamma_{12}$ by about 2 %. The figure of 0.3 % therefore belongs to this particular layer and says little about layers whose impedance differs more from aluminium's.

A compliant bond behaves differently. Let its stiffness per unit area be $K$, so that $\tau=K(u_R-u_L)$, with the traction still continuous. For unit transmission, $u_L=1-i\omega B/K$. Inserting this into (17) gives

$$a=\frac12\left(1+\frac BA-\frac{i\omega B}{K}\right),$$
$$T=\frac{4AB}{(A+B)^2+(\omega AB/K)^2}, \tag{18}$$

for real $B$. The weld is the limit of large $K$. At high frequency the joint cannot transmit the motion, and $T$ falls as $1/\omega^2$.

One plane spacing of aluminium, 0.20 nm, has $K=\mu_1/(0.20\ \mathrm{nm})=1.30\times10^{20}$ N/m³. With that stiffness, $\Gamma_{12}=0.272$ at the dominant frequency. A bond ten times softer lowers it to 0.195, a loss of 29 % relative to the weld. At 20° the additional term is

$$\frac{\omega AB}{K}=\frac{(2.006\times10^{12})(7.865\times10^6)(10.385\times10^6)}{1.297\times10^{19}}=12.6\times10^6,$$

in kg/(m² s), comparable with $A+B=18.25\times10^6$. The transmission falls from 0.981 to 0.663. Because $T$ now depends on frequency, the cubic law (16) no longer follows. The quoted averages belong to one frequency and are not full thermal averages. Weighted over the thermal spectrum at 4 K, the softer bond lowers the SH conductance by about 36 %, and $h$ grows locally as about $\Theta^{2.4}$. The cubic law returns at low temperature, where $\omega AB/K\ll A+B$.

### Roughness, damping and lattice spacing

An interface height $\eta$ changes the transmitted phase by $(k_{z1}-k_{z2})\eta$, if slopes are small and each part of the surface acts locally as a plane. For Gaussian heights with standard deviation $\sigma$, averaging the phase factor and squaring its magnitude gives

$$F=\exp[-(k_{z1}-k_{z2})^2\sigma^2].$$

For $\sigma=0.5$ nm, the 20° wave and the dominant 4 K frequency, $F=0.971$. About 3 % of the transmitted power leaves the coherent beam. This scattered energy is not necessarily lost to heat transport, and the estimate does not cover scattering of totally reflected waves into silicon.

Damping in aluminium adds $i/(2\Lambda)$ to the wavenumber $\omega/v_1$, where $\Lambda$ is the energy mean free path. Since the impedance is $\rho\omega/k$, its relative change has magnitude $v_1/(2\omega\Lambda)$ to leading order. An assumed path of 1000 nm gives 0.08 %.

For a simple chain with plane spacing $a_0$, $\omega=(2v_1/a_0)\sin(ka_0/2)$. At the dominant 4 K frequency and $a_0=0.20$ nm, the ratio $\omega a_0/(2v_1)$ is 0.065 and the phase speed falls by 0.07 %. At 300 K the same ratio would be 4.9. Since a sine cannot exceed one, no propagating wave of that frequency exists in the chain. The corresponding continuum wavelength, 0.13 nm, is shorter than the plane spacing.

### What this says about a real contact

The densities and speeds are rough values for aluminium on silicon, and 4 K is a cryogenic temperature, well below that of ordinary electronics. In this regime the continuum description is sound on the scale of the dominant wavelength, but the ideal isotropic weld is not a quantitative model of every contact. For the numbers used here, using silicon's $(1\bar10)$ plane for all azimuths, in place of the isotropic model, raises the SH angular average by 57 % (the average over azimuth in cubic silicon raises it by 24 %), and a tenfold softer bond lowers it by 29 % at the dominant frequency (36 % over the thermal spectrum). The 19 kW/(m² K) is thus an SH estimate for an ideal contact, not a measured conductance. At room temperature (16) cannot be used: the lattice spectrum and the frequency dependence of transmission have to be included. The input and result values are collected in the numerical output below.

## Numbers as computed

```
Rough density, Al / Si: 2700 / 2330 kg/m^3
Rough shear speed, Al / Si: 3100 / 5800 m/s
Impedance Z1 / Z2: 8.370 / 13.514 10^6 kg/(m^2 s)
Incidence / refraction angle: 20.0 / 39.79 deg
cos(theta1) / cos(theta2): 0.9397 / 0.7685
A / B: 7.865 / 10.385 10^6 kg/(m^2 s)
Displacement amplitudes r / t: -0.1381 / 0.8619 (dimensionless)
t squared: 0.7429 (dimensionless)
Energy fractions R / T at 20 deg: 0.0191 / 0.9809
T at 0 / 10 / 30 deg: 0.9447 / 0.9534 / 0.9577
T at 20 deg if Z were divided by cosine: 0.8927
Packet energy transmitted at 20 deg: 0.9811
Packet energy transmitted at 45 deg: 2.14e-11
Strong-contrast test: rho2/rho1 = 4, v2/v1 = 1.2, angle 40 deg
  packet / cosine rule / divided rule: 0.6414 / 0.6412 / 0.5031
Critical angle: 32.31 deg
Full-transmission angle: 26.40 deg
Phase of r at 45 deg: -126.36 deg
Temperature: 4.0 K
Dominant hbar omega/(kB T): 3.830 (dimensionless)
Dominant frequency: 319.2 GHz
Dominant wavelength in Al: 9.71 nm
Amplitude decay length in Si at 45 deg: 3.34 nm
Gamma from Al / from Si: 0.2733 / 0.9568 (dimensionless)
SH conductance, formula: 18.553 kW/(m^2 K)
SH conductance, phonon sum: 18.553 kW/(m^2 K)
Neglected effects, rough inputs:
Si shear modulus ratio C'/C44: 0.64 (dimensionless)
  critical angle in (1,-1,0) plane: 41.92 deg
  Gamma using that plane for all azimuths: 0.4283
Oxide density / speed: 2200 kg/m^3 / 3700 m/s
Oxide thickness: 2.0 nm; Gamma: 0.2725
Lattice plane spacing: 0.20 nm
Bond stiffness, one Al plane: 129.7 10^18 N/m^3; Gamma: 0.2722
Bond stiffness, ten times softer: 13.0 10^18 N/m^3; Gamma: 0.1954
  T at 20 deg with the softer bond: 0.6634
Roughness: 0.5 nm rms; coherent part of transmission: 0.9711
Phase-speed drop by lattice dispersion at 4 K: 0.070 %
Al phonon mean free path: 1000 nm; impedance change: 0.077 %
Dominant wavelength in Al scaled to 300 K: 0.129 nm
Dominant/maximum chain frequency at 4 K / 300 K: 0.0647 / 4.85
Si longitudinal speed: 9000 m/s
Upper bound on omitted P and SV conductance: 27.445 kW/(m^2 K)
```
